# What the level-shifted Roothaan step minimizes, part 2

A Roothaan iteration diagonalizes the Fock matrix of the current orbitals and fills the lowest eigenvectors. Level shifting first lowers the occupied orbitals by an energy $b>0$; $b=0$ is the unshifted iteration. The questions here are when a shifted step lowers the energy and where the iteration ends.

The one-particle basis is real and orthonormal. A determinant of $N$ electrons is described by the projector $P$ on its occupied spin orbitals, with $P^T=P$, $P^2=P$, $\operatorname{tr}P=N$. In the Setting, the Hartree–Fock energy is
$$E(P)=E_{\rm nuc}+\operatorname{tr}hP+\tfrac12\operatorname{tr}P\,G(P),$$
$$G(P)_{pq}=\sum_{rs}\big[(pq|rs)-(pr|sq)\big]P_{rs},$$
with one-electron matrix $h$ and Fock matrix $F(P)=h+G(P)$. Further, $\langle X,Y\rangle=\operatorname{tr}XY$ and $\|X\|^2=\operatorname{tr}X^2$. The algebra uses atomic units; the numerical examples state their units.

From the current $P_k$, with $F_k=F(P_k)$, the new projector $P_+$ fills the $N$ lowest eigenvectors of $A=F_k-bP_k$, whose gap above the filled levels is $\gamma$. For any symmetric change $\Delta$,
$$E(P_k+\Delta)=E(P_k)+\operatorname{tr}F_k\Delta+\tfrac12\langle\Delta,G(\Delta)\rangle. \tag{1}$$
For the step itself, $\Delta=P_+-P_k$ and $d=\|\Delta\|$, and
$$d^2=2N-2\operatorname{tr}P_+P_k, \tag{2}$$
$$\operatorname{tr}A(Q-P_+)\ge\tfrac\gamma2\|Q-P_+\|^2 \tag{4}$$
for every rank-$N$ projector $Q$. With $\ell(P)=\operatorname{tr}F_k(P-P_k)$, the step minimizes
$$m(P)=E(P_k)+\ell(P)+\frac b2\|P-P_k\|^2. \tag{3}$$

For a closed shell with spatial projector $p$ and spatial Fock matrix $f$, the linear term is $2\operatorname{tr}f_k(p-p_k)$, and the squared spin-orbital distance is $2\|p-p_k\|^2$.

Two earlier results are also used. In part (f), one electron occupies orbital $i$, uncoupled from an empty orbital $a$, with $\varepsilon_a-\varepsilon_i=-1$; it stays in $i$ for $b>1$. In part (g), a weak coupling $F_{ai}$ mixes $a$ into $i$ with the amplitude
$$-\frac{F_{ai}}{\varepsilon_a-\varepsilon_i+b}.$$

### (h) When does the true energy fall?

Suppose that $\langle\Delta,G(\Delta)\rangle\le L\|\Delta\|^2$ for all symmetric $\Delta$ of zero trace. Bound the energy change of one step, and say what follows for the iteration.

**Solution.** Put $Q=P_k$ in (4). The left side is
$$\operatorname{tr}A(P_k-P_+)=-\operatorname{tr}F_k\Delta-b\operatorname{tr}P_k(P_k-P_+).$$
By (2), $\operatorname{tr}P_k(P_k-P_+)=N-\operatorname{tr}P_kP_+=d^2/2$. The inequality becomes
$$-\operatorname{tr}F_k\Delta-\frac b2d^2\ge\frac\gamma2d^2,
\qquad\text{so}\qquad
\operatorname{tr}F_k\Delta\le-\frac{b+\gamma}2\,d^2 .$$
The quadratic term in (1) is at most $\frac L2d^2$. Adding the two gives
$$E(P_+)-E(P_k)\le-\frac{b+\gamma-L}2\,d^2 . \tag{7}$$
A step with $b+\gamma>L$ lowers the energy unless $d=0$. The gap $\gamma$ is known after the diagonalization, while the choice $b\ge L$ excludes a rise in advance. These conditions are sufficient. If they fail, (7) permits a rise but does not predict one.

Let $b>L$ be kept fixed. Every step then lowers the energy by at least $\frac{b-L}2d^2$. The energy is bounded below, since it is continuous on a closed and bounded set. The sum of all $d^2$ is therefore finite, and the step lengths tend to zero. Moreover, $P_+$ commutes with $F_k-bP_k$, so
$$[F_k,P_+]=b\,[P_k,P_+]=-b\,[\Delta,P_+],$$
where $[P_+,P_+]=0$ was used. The right side vanishes as $d\to0$, and so does $[F_k,P_k]$. Every limit point of the iteration satisfies the self-consistent field equations. The argument does not show that a limit point is the lowest solution.

### (i) Which states does the shifted iteration leave unchanged?

**Solution.** If $P_+=P_k=P$, then $P$ commutes with $F-bP$ and hence with $F$. This is the usual stationarity condition, and the shift has dropped out of it. With $\varepsilon_i$ and $\varepsilon_a$ the occupied and empty eigenvalues of $F$, the eigenvalues of $A$ are $\varepsilon_i-b$ and $\varepsilon_a$. Filling the lowest ones returns $P$ if
$$\varepsilon_a-\varepsilon_i>-b\qquad\text{for all }i,a . \tag{8}$$
With the sign $\ge$, the condition is necessary.

The unshifted iteration requires the same with $b=0$. A shift therefore leaves the stationary states as they are, but it can turn into a fixed point one in which an empty orbital lies below an occupied one by less than $b$. The uncoupled pair of part (f), with $\varepsilon_a-\varepsilon_i=-1$ and $b>1$, is such a case. Being a fixed point does not make the state stable. In that pair, with the Fock matrix held fixed, tilting the occupied orbital toward $a$ by a small angle $\theta$ gives $A$ the coupling $-b\theta$ across the gap $b-1$. The next angle is $b\theta/(b-1)$, so the tilt grows. An iteration can still stop at such a state when a symmetry of the start forbids the mixing. For the spin-orbital energy of the Setting the response of the Fock matrix does not help. By (1), tilting one spin orbital $i$ toward $a$ at a stationary state changes the energy by $\theta^2[\varepsilon_a-\varepsilon_i-(ii|aa)+(ia|ia)]$ to second order. Since $(ii|aa)\ge(ia|ia)$, this is negative for an inverted pair, so an inverted state is never a local minimum over all projectors. Under the closed-shell restriction, where both spins tilt together, or for a mean field with self-interaction, the response can make an inverted state a local minimum, which then attracts nearby starts of the same restricted kind once the shift is large enough. Part (j) contains an example. After convergence, the difference $\min_a\varepsilon_a-\max_i\varepsilon_i$ between the lowest empty and the highest occupied eigenvalue of the unshifted Fock matrix has to be inspected. The gap between the sorted eigenvalues $N$ and $N+1$ does not serve, since it is never negative. A positive difference shows that the aufbau rule holds, which is still no proof of a global energy minimum.

### (j) A model in which the unshifted iteration fails.

One spinless particle lives on two sites, with
$$E(P)=-2tP_{12}+\frac U2\big(P_{11}^2+P_{22}^2\big),\qquad U>2t>0 .$$
The quadratic term is a model mean field. It is not the Hartree–Fock term of one particle, which vanishes. This $E$ is half the closed-shell energy of two electrons in the two-site Hubbard model, so the statements on minima below hold under the closed-shell restriction only. Let $c=P_{11}-P_{22}$ be the polarization. Find the shift at which the energy minimum, which has $c=0$, becomes a stable fixed point, and the behaviour below it.

**Solution.** A real rank-one projector has the form
$$P=\tfrac12(1+c\,\sigma_z+s\,\sigma_x),\qquad c^2+s^2=1,$$
with Pauli matrices $\sigma_x,\sigma_z$. Then $P_{12}=s/2$ and $P_{11}^2+P_{22}^2=(1+c^2)/2$, so
$$E=-ts+\frac U4(1+c^2).$$
The minimum is at $c=0$, $s=1$, where both terms are smallest.

The Fock matrix is $-t\sigma_x+U\operatorname{diag}(P_{11},P_{22})$. Subtracting $bP$ and dropping multiples of the unit matrix leaves
$$A\to\frac{(U-b)c}2\,\sigma_z-\Big(t+\frac{bs}2\Big)\sigma_x .$$
The lower eigenvector points opposite to the vector of coefficients:
$$c'=-\frac{(U-b)c}{2\rho},\qquad s'=\frac{t+bs/2}\rho, \tag{9}$$
where $\rho$ is the length of that vector and the gap is $\gamma=2\rho$. Near the minimum $c=0$, $s=1$ one has $\rho\approx t+b/2$, hence
$$c'\approx-\frac{U-b}{2t+b}\,c .$$
For $b<U$ the factor is smaller than one in magnitude if $U-b<2t+b$, that is, if
$$b>\frac{U-2t}2 .$$
For $b\ge U$ its magnitude $(b-U)/(b+2t)$ is below one as well.

The point $c=0$, $s=-1$ is stationary too. There $F=-t\sigma_x$ up to a constant, and the empty orbital lies $2t$ below the occupied one, so by (8) it is a fixed point for $b>2t$. Nearby $s\approx-1+c^2/2$ and $E\approx t+U/4+(U-2t)c^2/4$, which is a local minimum, $2t$ above the global one. With $\rho\approx b/2-t$, equation (9) gives $c'\approx-(U-b)c/(b-2t)$. The factor is below one in magnitude for $b>(U+2t)/2$, because $U>2t$. For such shifts this inverted state attracts the starts close to it.

The descent condition reproduces the threshold $(U-2t)/2$ of the global minimum. Here $\langle\Delta,G(\Delta)\rangle=U(\Delta_{11}^2+\Delta_{22}^2)\le U\|\Delta\|^2$, with equality for diagonal $\Delta$, so $L=U$. At $c=0$, $s=1$ the gap is $\gamma=2t+b$, and $b+\gamma>L$ reads $2b+2t>U$. In this model the bound (7), with the gap included, is sharp at the fixed point.

Below the threshold there is a two-cycle with $c'=-c$ and $s'=s$. The first equation of (9) gives $\rho=(U-b)/2$. The second then gives $s(U-b)/2=t+bs/2$, so
$$s=\frac{2t}{U-2b},\qquad |c|=\sqrt{1-\Big(\frac{2t}{U-2b}\Big)^2}.$$
On the cycle $b+\gamma=b+2\rho=U=L$. The right side of (7) is zero, in agreement with an energy that depends on $c^2$ and $s$ and so stays constant.

Take $t=1$ eV and $U=6$ eV. The threshold is $(6-2)/2=2$ eV. Without a shift, the factor is $-6/2=-3$, and the cycle has $s=1/3$ and $|c|=\sqrt{8/9}=0.943$. From $c=0.1$, the first unshifted step raises the energy from 0.520 to 0.666 eV. For $b=1$ eV the factor is $-5/3$, and the iteration ends in the cycle with $s=1/2$ and $|c|=0.866$. For $b=3$ eV the factor is $-3/5$, and the iteration from $c=0.1$ converges to $c=0$. For $b=6$ eV the factor vanishes, because the shift cancels the polarization term in $A$, and from the same start, where $s>0$, one step reaches $c=0$, $s=1$.

### (k) Water: what does the shift do in a molecule?

Consider water in restricted Hartree–Fock theory with the 6-31G basis, at an O–H distance of 1.00 Å and an angle of 105°. The start fills the lowest orbitals of the one-electron Hamiltonian. Compare the predicted and true energy changes of the first step, and then the complete iterations.

**Solution.** For a closed shell the quadratic energy term is $\operatorname{tr}\delta\,(2J-K)(\delta)$, where $\delta$ is the change of $p$, and $J$ and $K$ are the spatial Coulomb and exchange maps. Since $d^2=2\|\delta\|^2$, the number $L$ is the largest eigenvalue of $2J-K$ on symmetric matrices of zero trace. The computation gives $L=129.31$ eV (4.752 hartree). This number belongs to the basis rather than to the molecule: it is about 173 eV in cc-pVDZ and 415 eV in cc-pVTZ.

The first step has the following values, with energies in eV and $d$ the spin-orbital distance.

| $b$ | $d$ | linear | true | bound (7) |
|---|---|---|---|---|
| 0 | 3.438 | −272.5 | −34.4 | 763.1 |
| 20 | 2.949 | −254.3 | −141.8 | 473.4 |
| 40 | 2.029 | −188.1 | −168.3 | 163.5 |
| 80 | 1.165 | −112.2 | −112.6 | 4.2 |
| 129.31 | 0.743 | −72.2 | −73.5 | −24.8 |

By (2), the number of electrons that leave the old occupied space is $d^2/2$. Without a shift it is $3.438^2/2=5.9$ of the ten electrons, and for $b=L$ it is $0.743^2/2=0.28$. The long step makes the linear model poor: it predicts a fall of 272.5 eV, and the true fall is 34.4 eV. The difference, 238.1 eV, is the quadratic term of (1). Dividing twice this term by $d^2$ gives a curvature of $476.2/11.82=40.3$ eV along the step, about a third of $L$. The bound of 763.1 eV lies about 797 eV above the true change. Replacing this curvature by $L$ accounts for $\tfrac12(129.31)(11.82)-238.1\approx526$ eV. The remaining 271 eV come from the linear term, which the bound estimates, with the gap of 0.22 eV, as $-\tfrac12(0.22)(11.82)=-1.3$ eV instead of $-272.5$ eV.

At $b=L$ the shifted gap is 89.75 eV, and (7) gives
$$-\tfrac12(89.75\ \text{eV})(0.7427)^2=-24.8\ \text{eV}.$$
The true fall of 73.5 eV is larger, as it must be, and it also exceeds the linear prediction by 1.3 eV. The quadratic term is negative along this short step. Among the shifts computed, 40 eV gives the largest fall in the first step, although (7) does not guarantee a fall there.

The complete iterations, stopped at residuals $\|[f,p]\|$ below $3\times10^{-6}$ eV, took these numbers of steps:

| $b$ (eV) | steps | energy rises |
|---|---|---|
| 0 | 38 | 0 |
| 10 | 32 | 0 |
| 20 | 47 | 0 |
| 129.31 | 175 | 0 |

The unshifted iteration converges here without any rise in energy, so in this basis no shift is needed from this start. This does not carry over to other bases: in aug-cc-pVDZ the unshifted iteration from the same kind of start ends in a two-cycle, while a shift of 10 eV converges in 31 steps. In 6-31G a shift of 10 eV saves six steps. Near convergence the unshifted steps alternate in direction with a factor of about $-0.61$, an overshoot as in the two-site model, and the shift removes the alternation. Its final factor, about $+0.64$, is not smaller in magnitude, so the saving does not come from the final rate. The guaranteed choice $b=L$ costs more than four times as many steps as no shift. The larger denominators of part (g) shorten its rotations, which is consistent with the slow convergence.

All four runs end at $-2067.529$ eV ($-75.9803$ hartree), and the run with $b=L$ agrees with a separate self-consistent solution to rounding error. Filling the lowest orbitals of its unshifted Fock matrix returns its spatial projector to within $1.3\times10^{-7}$, and the gap above these orbitals is 18.84 eV (17.4 eV in cc-pVTZ, 14.7 eV in aug-cc-pVDZ). The state therefore obeys the aufbau rule and is not one of the inverted states that (8) would allow. The energy belongs to this model: electron correlation and relativistic effects are left out, the nuclei are fixed, and the small basis adds an error of its own: cc-pVTZ lowers the energy by 0.071 hartree (1.9 eV).

The numerical check also minimizes the model (3) directly over projectors of a random matrix problem, and it finds the projector obtained by diagonalization.

## Computed values

```
Two-site model: t = 1.0 eV, U = 6.0 eV
threshold shift (U-2t)/2 = 2.00 eV
start c = 0.1: energy 0.5200 eV
after one unshifted step: 0.6660 eV
b/eV  factor for small c  final |c|  last step length
 0.0    -3.0000    0.9428    1.3333
 1.0    -1.6667    0.8660    1.2247
 3.0    -0.6000    0.0000    0.0000
 6.0     0.0000    0.0000    0.0000
Water RHF/6-31G: O-H 1.00 angstrom, angle 105 deg
basis functions 13, electron pairs 5
curvature bound L = 129.31 eV = 4.7522 hartree
energy of core-Hamiltonian start = -1892.741 eV
First step; length is the spin-orbital Frobenius distance
b/eV  length  gap/eV  linear/eV  true/eV  upper bound/eV
  0.00  3.4383    0.22  -272.466   -34.376   763.084
 10.00  3.2579    0.34  -269.462   -94.871   631.347
 20.00  2.9493    0.46  -254.258  -141.798   473.431
 40.00  2.0293    9.89  -188.130  -168.283   163.523
 80.00  1.1647   43.16  -112.182  -112.600     4.172
129.31  0.7427   89.75   -72.193   -73.529   -24.755
Full iteration (limit 3000 steps); residual is ||[F,P]||
b/eV  steps  energy rises  residual/eV  final energy/eV
  0.00    38     0   2.56e-06   -2067.52888
 10.00    32     0   2.42e-06   -2067.52888
 20.00    47     0   2.62e-06   -2067.52888
129.31   175     0   2.70e-06   -2067.52888
b = L: final energy = -2067.52888 eV = -75.9802848 hartree
minus independent SCF energy = 3.87e-13 eV
unshifted gap at the end = 18.844 eV
distance to its unshifted aufbau projector = 1.3e-07
```
